# PAW current density and the continuity equation inside augmentation spheres

**Q.** In the projector augmented-wave (PAW) method the current is assembled from three pieces, one smooth and two confined to a sphere. Current is bilinear in the wave function. Why should the pieces simply add?

**A.** In general they do not, and the remainder can be written down. I use Hartree atomic units and treat one orbital and one sphere $\Omega$; occupied orbitals and non-overlapping spheres are summed. The atoms are fixed, there is no vector potential, and $\mathbf j$ is a number current, to be multiplied by $-1$ for the electric current. For any function $f$ define

$$\mathbf j[f]=\mathrm{Im}\,(f^*\nabla f).$$

The smooth wave $\tilde\psi$ has the projections $c_i=\langle p_i|\tilde\psi\rangle$. With them we form the one-centre waves

$$\psi_1=\sum_i c_i\phi_i,\qquad \tilde\psi_1=\sum_i c_i\tilde\phi_i .$$

The partial waves $\phi_i$ and $\tilde\phi_i$ join with equal value and slope at the sphere surface and coincide outside. The projectors vanish outside and satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The PAW transformation is $\psi=\tilde\psi+\Delta$ with $\Delta=\psi_1-\tilde\psi_1$. Expanding the current,

$$\mathbf j[\psi]=\mathbf j[\tilde\psi]+\mathbf j[\Delta]+\mathrm{Im}(\tilde\psi^*\nabla\Delta+\Delta^*\nabla\tilde\psi).$$

Since $\psi_1=\tilde\psi_1+\Delta$, the same expansion gives

$$\mathbf j[\psi_1]=\mathbf j[\tilde\psi_1]+\mathbf j[\Delta]+\mathrm{Im}(\tilde\psi_1^*\nabla\Delta+\Delta^*\nabla\tilde\psi_1).$$

Subtracting the second line from the first removes $\mathbf j[\Delta]$. With $\delta=\tilde\psi-\tilde\psi_1$, the part of the smooth wave that the partial waves miss,

$$\mathbf j[\psi]=\tilde{\mathbf j}+\mathbf j_1-\tilde{\mathbf j}_1+\mathrm{Im}(\delta^*\nabla\Delta+\Delta^*\nabla\delta).$$

If $\delta=0$ in the sphere, the last term vanishes and the three pieces add. The PAW current is defined by dropping that term:

$$\mathbf j=\tilde{\mathbf j}+\mathbf j_1-\tilde{\mathbf j}_1,\qquad \mathbf j_1-\tilde{\mathbf j}_1=\mathrm{Im}\sum_{ij}c_i^*c_j(\phi_i^*\nabla\phi_j-\tilde\phi_i^*\nabla\tilde\phi_j).$$

The density is treated alike: $\rho=|\tilde\psi|^2+|\psi_1|^2-|\tilde\psi_1|^2$, which drops $2\,\mathrm{Re}(\delta^*\Delta)$. Compensation charge, an auxiliary device for electrostatics, is not part of this $\rho$.

**Q.** Then $\rho$ and $\mathbf j$ are both approximate. What equation of motion decides whether they fit each other?

**A.** The one that follows from the same three-term rule. Let $h=-\tfrac12\nabla^2+v$ and $\tilde h=-\tfrac12\nabla^2+\tilde v$, with given real local potentials that agree outside the sphere. Norm and energy become $\langle\tilde\psi|S|\tilde\psi\rangle$ and $\langle\tilde\psi|H|\tilde\psi\rangle$, where

$$S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad H=\tilde h+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,$$

$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad D_{ij}=\langle\phi_i|h\phi_j\rangle-\langle\tilde\phi_i|\tilde h\tilde\phi_j\rangle .$$

Brackets between partial waves are integrals over $\Omega$. Making the action $\int dt\,\langle\tilde\psi|iS\partial_t-H|\tilde\psi\rangle$ stationary with respect to $\tilde\psi^*$ gives

$$iS\,\partial_t\tilde\psi=H\tilde\psi .$$

**Q.** Is $H$ Hermitian? A kinetic energy integrated over a finite sphere is not.

**A.** Each half of $D_{ij}$ fails separately. By Green's theorem,

$$\langle\phi_i|h\phi_j\rangle-\langle h\phi_i|\phi_j\rangle=-\tfrac12\oint(\phi_i^*\partial_n\phi_j-\phi_j\partial_n\phi_i^*)\,dA .$$

The smooth half has the same surface term, because values and slopes match there. The difference therefore satisfies $D_{ij}=D_{ji}^*$.

**Q.** Now insert this into the continuity equation. I expect it to hold, since $H$ is Hermitian.

**A.** Hermiticity protects the total norm, which is one number; continuity is a statement at every point. For any $f$ and real $v$,

$$\partial_t|f|^2=2\,\mathrm{Re}(f^*\partial_tf)=2\,\mathrm{Im}(f^*\,i\partial_tf),$$

$$\nabla\cdot\mathbf j[f]=\mathrm{Im}(|\nabla f|^2+f^*\nabla^2f)=2\,\mathrm{Im}(f^*\,\tfrac12\nabla^2f).$$

Adding these, and subtracting $2\,\mathrm{Im}(v|f|^2)=0$,

$$\partial_t|f|^2+\nabla\cdot\mathbf j[f]=2\,\mathrm{Im}[f^*(i\partial_t-h)f].$$

A function conserves its density locally if it satisfies its Schrödinger equation; otherwise the residual can act as a source. Apply this to the three waves, with residuals

$$\tilde r=(i\partial_t-\tilde h)\tilde\psi,\quad r_1=(i\partial_t-h)\psi_1,\quad \tilde r_1=(i\partial_t-\tilde h)\tilde\psi_1 .$$

The continuity defect $R=\partial_t\rho+\nabla\cdot\mathbf j$ is then

$$R=2\,\mathrm{Im}\,[\tilde\psi^*\tilde r+\psi_1^*r_1-\tilde\psi_1^*\tilde r_1].$$

The equation of motion supplies $\tilde r$. Moving the projector terms to one side,

$$\tilde r=\sum_ip_ig_i,\qquad g_i=\sum_j(D_{ij}c_j-iq_{ij}\dot c_j).$$

Outside the sphere $p_i=0$ and the one-centre terms cancel, so $R=0$. On the surface $\mathbf j_1=\tilde{\mathbf j}_1$, so no surface source appears. Inside, nothing so far makes the sum vanish.

**Q.** If charge can appear inside the sphere, does the flux through its surface still mean anything?

**A.** Yes. Written out, $r_1=\sum_j(i\dot c_j-c_jh)\phi_j$, and similarly for $\tilde r_1$. Insert the definitions of $D_{ij}$ and $q_{ij}$ into $g_i$ and collect the terms containing $\phi$ and those containing $\tilde\phi$:

$$g_i=\langle\tilde\phi_i|\tilde r_1\rangle-\langle\phi_i|r_1\rangle .$$

Now integrate $R$ over the sphere, using $\langle\tilde\psi|p_i\rangle=c_i^*$:

$$\int_\Omega R\,d^3r=2\,\mathrm{Im}\sum_ic_i^*\big[g_i+\langle\phi_i|r_1\rangle-\langle\tilde\phi_i|\tilde r_1\rangle\big]=2\,\mathrm{Im}\sum_ic_i^*[g_i-g_i]=0 .$$

This holds for any number of partial waves. The flux balances the change of the reconstructed charge in the sphere. The defect misplaces charge within the sphere; it creates none in total.

**Q.** Under what conditions does $R$ vanish at each point?

**A.** Two conditions together suffice.

(A) Throughout a time interval, $\tilde\psi=\tilde\psi_1$ inside the sphere.

(B) Inside the sphere, each $h\phi_i$ is a combination of the linearly independent $\phi_j$, or the $\phi_j$ are complete there.

To see this, project $\tilde r=\sum_jp_jg_j$ on $\tilde\phi_i$. Biorthogonality gives $\langle\tilde\phi_i|\tilde r\rangle=g_i$. Equating this with the earlier expression for $g_i$,

$$\langle\phi_i|r_1\rangle=\langle\tilde\phi_i|\tilde r_1-\tilde r\rangle .$$

Under (A) the functions $\tilde\psi$ and $\tilde\psi_1$ agree together with their time and space derivatives, so $\tilde r=\tilde r_1$. Two things follow. The smooth terms in $R$ cancel, leaving $R=2\,\mathrm{Im}(\psi_1^*r_1)$; and $r_1$ is orthogonal to every $\phi_i$. Under (B), $r_1$ is itself a combination of the $\phi_i$, or the $\phi_i$ are complete. A function orthogonal to a set that contains it in its span, or to a complete set, is zero. Hence $r_1=0$ and $R=0$.

**Q.** Why is (A) not enough? It says that the expansion is perfect.

**A.** It says that the smooth wave is expanded perfectly. The Hamiltonian may still push the all-electron wave out of the space of the $\phi_i$. Let $P$ be the orthogonal projector on that space within the sphere. Since $\partial_t\psi_1$ stays in the space and $r_1$ is orthogonal to it, $r_1=-(1-P)h\psi_1$. Under (A) alone,

$$R=-2\,\mathrm{Im}[\psi_1^*(1-P)h\psi_1].$$

If the $\phi_i$ solve the atomic problem, $h_{\rm at}\phi_i=\varepsilon_i\phi_i$, and a field $w$ is added to it, the atomic part drops out and $w\psi_1$ remains under $(1-P)$.

**Q.** Are the conditions also necessary?

**A.** No. Take a stationary state with real $\tilde\psi$, apart from its phase factor, and real partial waves and projectors, so that the $c_i$ carry the same phase factor. Its $\rho$ is constant and each of its three currents is zero, so $R=0$ however poor the set. This defect therefore cannot be seen in such a state; it needs a current-carrying wave, either a time-dependent superposition or a complex stationary state.

**Q.** Can a finite set ever satisfy (A), or is it an idealisation?

**A.** It can, provided the projectors are chosen suitably. Suppose a state at a reference energy $\varepsilon_i$ is to equal $\tilde\phi_i e^{-i\varepsilon_it}$ in the sphere. Its residual is $(\varepsilon_i-\tilde h)\tilde\phi_i e^{-i\varepsilon_it}$, and the equation of motion says that this is a sum of projectors. So $\chi_i=(\varepsilon_i-\tilde h)\tilde\phi_i$ must lie in their span. Biorthogonality alone does not ensure that.

The requirement is also sufficient inside the sphere. If $\chi_i=\sum_kp_ka_k$, then $a_k=\langle\tilde\phi_k|\chi_i\rangle$. Because $(h-\varepsilon_i)\phi_i=0$,

$$D_{ki}-\varepsilon_iq_{ki}=-\langle\tilde\phi_k|(\tilde h-\varepsilon_i)\tilde\phi_i\rangle=a_k ,$$

and therefore

$$(H-\varepsilon_iS)\tilde\phi_i=-\chi_i+\sum_kp_ka_k=0 .$$

A construction that works for real functions is $p_i=\sum_j(B^{-1})_{ij}\chi_j$ with $B_{jk}=\langle\chi_j|\tilde\phi_k\rangle$. If $h$ is the atomic Hamiltonian in the sphere, (B) holds. An eigenstate at $\varepsilon_i$ whose smooth part in the sphere is a combination of the $\tilde\phi$ belonging to that energy satisfies (A), and so does a superposition of such states. This is the case for the free atom below. In a non-spherical environment an eigenstate at $\varepsilon_i$ generally contains angular channels that a finite set lacks, and (A) then fails.

**Q.** I want a case where the defect can be seen, with a known answer beside it.

**A.** Take the nonrelativistic hydrogen atom with a fixed point nucleus, in an equal superposition of 1s and 3s. The electron cloud breathes, and the current is radial. Write $\psi=u/(\sqrt{4\pi}\,r)$. Then $4\pi r^2|\psi|^2=|u|^2$. In $\psi^*\partial_r\psi$ the term from differentiating $1/r$ is real, so the shell current is

$$J=4\pi r^2j_r=\mathrm{Im}(u^*u').$$

For $u=(u_1e^{-iE_1t}+u_3e^{-iE_3t})/\sqrt2$, the two cross terms give, with $\omega=E_3-E_1$,

$$J=\tfrac12\sin(\omega t)\,(u_3u_1'-u_1u_3').$$

Here $\omega=\tfrac12-\tfrac1{18}=\tfrac49\approx0.4444$ hartree. I look at a quarter period, $t=\pi/(2\omega)\approx3.534$ atomic units, when the sine is one. The density varies as $\cos\omega t$, so its rate and the current both carry $\sin\omega t$. So does the defect, and its size relative to the density rate is the same at all times when that rate is nonzero.

The sphere radius is $r_c=1.5$ bohr. The hydrogen functions are

$$u_1=2re^{-r},\qquad u_3=\frac{2r}{3\sqrt3}\Big(1-\frac{2r}3+\frac{2r^2}{27}\Big)e^{-r/3}.$$

At $r_c$ they give $u_1=3e^{-3/2}$, $u_1'=-e^{-3/2}$, $u_3=e^{-1/2}/(6\sqrt3)$ and $u_3'=-7e^{-1/2}/(18\sqrt3)$. Hence

$$J(r_c)=\frac{e^{-2}}{2\sqrt3}\Big(-\frac16+\frac76\Big)=\frac{e^{-2}}{2\sqrt3}\approx0.03907$$

electrons per atomic unit of time, or 1.615 electrons per femtosecond. This is an instantaneous rate.

**Q.** And the PAW side?

**A.** Each pseudo wave is $r$ times an even polynomial with four coefficients, matched to $u/r$ and its first three derivatives at $r_c$. The pseudo potential continues $-1/r$ in the same way and reaches $-1.458$ hartree at the origin. The projectors are those built from $\chi_i$. I solved the radial PAW eigenproblem with spectral elements, that is, high-order polynomials on successive intervals, out to a hard wall at 60 bohr. The defect below comes from differentiating the reconstructed density in time and the reconstructed current in space.

| partial waves | missing part of 3s | relative defect |
|---|---|---|
| 1s | 0.20 | 0.17 |
| 1s, 2s | 0.0017 | 0.0012 |
| 1s, 2s, 3s | $3\times10^{-14}$ | $1\times10^{-11}$ |

The middle column is the norm of $\delta$ for the 3s state relative to that of its smooth wave, both in the sphere. The last is the root-mean-square $4\pi r^2R$ relative to the root-mean-square rate of the shell density there. With three waves both states lie at reference energies, and the remaining defect is at the level of numerical error. The sizes for incomplete sets belong to this sphere radius: with the same construction the one-wave relative defect is 0.10 for $r_c=1.2$ bohr and 0.25 for $r_c=1.8$ bohr, and the two-wave value is about $4\times10^{-4}$ and $3\times10^{-3}$.

With one wave the reconstructed charge in the sphere changes at $-0.03843$ and the outflow is $0.03843$. They balance, as shown above for any set. But the flux is about 1.6% below the hydrogen value $0.03907$. Exact balance is thus no sign of an accurate current.

**Q.** Where in the sphere does the one-wave set go wrong?

**A.** These are shell quantities in atomic units; the last column is the sum of the two before it.

| $r$ (bohr) | density rate | current slope | defect |
|---|---|---|---|
| 0.23 | $-0.0103$ | $0.0056$ | $-0.0047$ |
| 0.52 | $-0.0299$ | $0.0238$ | $-0.0060$ |
| 0.86 | $-0.0384$ | $0.0418$ | $0.0034$ |
| 1.18 | $-0.0316$ | $0.0380$ | $0.0065$ |
| 1.41 | $-0.0220$ | $0.0232$ | $0.0012$ |

At the two inner points the density falls faster than the current carries it away; at the three outer points it falls more slowly. To restore continuity one would have to add the shell current

$$J_{\rm m}(r)=-\int_0^r4\pi s^2R(s)\,ds .$$

It vanishes at $r_c$ because the integral of $R$ does. The signs in the table indicate an outward flow: the reconstructed current misses a transfer from the inner to the outer part of the sphere.

**Q.** Is that just the cross term you dropped at the start?

**A.** Not by itself. With one wave the largest dropped cross term is about $9\times10^{-4}$. A trapezoid estimate from the table, with the shell defect zero at the origin, gives $J_{\rm m}(0.52)\approx0.002$, already larger. The cross term is also smaller than the largest error of the shell current in the sphere against hydrogen, about $4\times10^{-3}$, which is a different quantity from $J_{\rm m}$. The 3s state is itself altered: its energy is $-0.05540$ instead of $-0.05556$ hartree. An incomplete set changes both the motion and the way the current is read from it.

**Q.** Could I avoid the trouble by keeping only the smooth current and smooth density?

**A.** No. For the three-wave set, the rate of smooth charge in the sphere plus the smooth outflow is $0.00627$, about 16% of the outflow. The smooth wave does not carry the full norm, since $S\ne1$. On the surface $\tilde{\mathbf j}$ equals the full $\mathbf j$, so the missing balance must come from the one-centre charge.

**Q.** You said that the choice of projectors matters. Does it, once three waves are present?

**A.** Keep the three waves, but let the projectors span the pseudo waves themselves, made orthonormal in the sphere. Biorthogonality still holds, but the $\chi_i$ are no longer in the projector span. The energies become $-0.500011$ and $-0.055556$ hartree, so the 1s level is off by $1.1\times10^{-5}$. The missing part of 3s is $1.65\times10^{-3}$, close to the $1.66\times10^{-3}$ of two waves with the earlier projectors, yet the relative defect is 0.033 instead of 0.0012.

So a small $\delta$ does not guarantee a small defect. The formula shows why it need not: $R$ depends on residuals, and $\tilde r-\tilde r_1=(i\partial_t-\tilde h)\delta$ contains the curvature of $\delta$, which may be large when $\delta$ is small. That is a general warning and does not by itself account for the contrast between 0.033 and 0.0012. The 1s state is also imperfect here, and the terms in $R$ may cancel to a different degree in the two sets; these numbers do not separate the causes.

**Q.** What does this mean for optics, where one may use either the dipole or the current?

**A.** Multiply the continuity relation by a real weight $F(\mathbf r)$ and integrate over all space. For a bound state the surface term at infinity vanishes, so

$$\frac{d}{dt}\int F\rho\,d^3r=\int F(-\nabla\cdot\mathbf j+R)\,d^3r=\int\nabla F\cdot\mathbf j\,d^3r+\int_\Omega FR\,d^3r .$$

For $F=1$ this is charge conservation. For $F=z$ the left side is the rate of the position moment, the length form, and the first term on the right is the total current, the velocity form. They differ by the first moment of $R$, which the vanishing total of $R$ does not remove.

In the breathing atom the first moment is zero by symmetry, so take $F=r^2$, for which $\nabla F\cdot\mathbf j=2rj_r$. With one wave the density gives $0.48626$ atomic units and the current $0.48304$; the defect supplies the difference, $0.0032$, or 0.7% of the density value. With two waves the difference is $3.5\times10^{-6}$. The relative error is much smaller than the local defect of 17%, partly because this moment also counts the region outside the sphere, where $R=0$.

Agreement of two such forms tests one moment of $R$. It does not show that $R$ vanishes at each point.

**Q.** Your complete set was tailored to the two states. What if the atom is disturbed?

**A.** Then the set is no longer complete for the motion. Add the confinement $w=\tfrac12\Omega_0^2r^2$ with $\Omega_0=0.3$ hartree to both $h$ and $\tilde h$, keep the free-atom partial waves and projectors, and superpose the first and third s levels. With three waves these lie at $-0.394$ and $1.164$ hartree, the upper one far above all reference energies.

| waves | missing part of upper state | relative defect |
|---|---|---|
| 1 | 0.80 | 0.19 |
| 2 | 0.15 | 0.031 |
| 3 | 0.0077 | 0.0032 |

The set that gave no visible defect in the free atom now gives 0.3%. Both conditions are broken: the smooth wave is not fully expanded, and $w\phi_i$ leaves the span. The charge balance of the sphere still holds to within $10^{-9}$ atomic units, which is numerical error.

**Q.** How far may I carry the result?

**A.** To given real local potentials and fixed spheres. A vector potential adds a term to the current, a nonlocal potential adds a source to the identity for $f$, and moving atoms make the partial waves and projectors depend on time. Each needs its own derivation. Within the stated setting, adding partial waves with suitable projectors reduced $R$ in both examples, though a monotone decrease is not proved here, and the set must cover the energies and fields present in the motion, beyond those of the ground state.

Numerical values quoted here were computed with a short program.
